# The Ewald potential as the zero-screening limit of Yukawa sums

**Q:** A point charge \(q\) sits on every site \(\mathbf R\) of a three-dimensional lattice. The sum of the bare potentials \(q/|\mathbf r-\mathbf R|\) diverges. You propose to screen each charge and then remove the screening. What do you gain?

**A:** A sum with a definite value at every stage. In Hartree atomic units, with potentials counted as energies per unit positive test charge, let
\[
S_\kappa(\mathbf r)=q\sum_{\mathbf R}\frac{e^{-\kappa|\mathbf r-\mathbf R|}}{|\mathbf r-\mathbf R|},\qquad \kappa>0 .
\]
The number of sites between distances \(R\) and \(R+dR\) grows as \(R^2dR\), but the exponential beats any power. The sum therefore converges absolutely, and neither the order of summation nor the shape of a growing crystal matters.

**Q:** The divergence must return when \(\kappa\to0\).

**A:** It does, and the cell average shows how. Let \(V\) be the cell volume. Integrating the contributions of all sites over one cell is the same as integrating the contribution of one site over all cells. All terms have the same sign, so the exchange of sum and integral is allowed:
\[
\frac1V\int_{\rm cell}S_\kappa\,d^3r=\frac qV\int\frac{e^{-\kappa r}}r\,d^3r
=\frac{4\pi q}{V}\int_0^\infty re^{-\kappa r}dr=\frac{4\pi q}{V\kappa^2}.
\]
This mean diverges as \(\kappa^{-2}\). I subtract it and study
\[
u_\kappa(\mathbf r)=S_\kappa(\mathbf r)-\frac{4\pi q}{V\kappa^2}.
\]

**Q:** Subtracting a quantity that becomes infinite looks arbitrary. Why this one?

**A:** Because it is the potential of a definite charge. Spread the density \(-q/V\) uniformly over space and let it act through the same Yukawa interaction. Its potential is
\[
-\frac qV\int\frac{e^{-\kappa r}}r\,d^3r=-\frac{4\pi q}{V\kappa^2}.
\]
So \(u_\kappa\) is the screened potential of a neutral system, point charges plus uniform background. The remaining question is whether it has a limit, and which one.

**Q:** Then write \(S_\kappa\) as a Fourier series with coefficients \(4\pi q/[V(G^2+\kappa^2)]\), drop \(\mathbf G=0\), and set \(\kappa=0\). Is that not the whole proof?

**A:** It suggests the answer, but the terms fall as \(G^{-2}\) while the number of reciprocal vectors \(\mathbf G\) in a shell grows as \(G^2dG\). The series does not converge absolutely, so a limit taken term by term needs a justification. I split the potential into two rapidly convergent parts instead. The tool is
\[
\frac{e^{-\kappa r}}r=\frac2{\sqrt\pi}\int_0^\infty e^{-r^2t^2-\kappa^2/4t^2}\,dt .
\]

**Q:** I don't accept that integral without a derivation.

**A:** Define, for \(r,t>0\),
\[
h(t)=\frac{e^{\kappa r}\,\mathrm{erfc}\!\left(rt+\frac{\kappa}{2t}\right)+e^{-\kappa r}\,\mathrm{erfc}\!\left(rt-\frac{\kappa}{2t}\right)}{2r}.
\]
The derivative of \(\mathrm{erfc}(x)\) is \(-(2/\sqrt\pi)e^{-x^2}\), and
\[
\left(rt\pm\frac{\kappa}{2t}\right)^2=r^2t^2+\frac{\kappa^2}{4t^2}\pm\kappa r .
\]
The factors \(e^{\pm\kappa r}\) in \(h\) cancel the cross terms. The inner derivatives are \(r\mp\kappa/2t^2\), so
\[
h'(t)=-\frac{2}{\sqrt\pi}\,\frac{(r-\kappa/2t^2)+(r+\kappa/2t^2)}{2r}\,e^{-r^2t^2-\kappa^2/4t^2}
=-\frac2{\sqrt\pi}e^{-r^2t^2-\kappa^2/4t^2}.
\]
For \(t\to\infty\) both complementary error functions vanish and \(h\to0\). For \(t\to0\) their arguments tend to \(+\infty\) and \(-\infty\). Since \(\mathrm{erfc}(-\infty)=2\), \(h\to e^{-\kappa r}/r\). Integrating \(-h'\) from \(0\) to \(\infty\) gives the representation. Integrating from a chosen \(\alpha>0\) to \(\infty\) gives \(h(\alpha)\), the short-range part of the potential.

**Q:** What happens to that part when \(\kappa\to0\)?

**A:** Because \(e^{-\kappa^2/4t^2}\le1\),
\[
0\le h(\alpha)\le\frac2{\sqrt\pi}\int_\alpha^\infty e^{-r^2t^2}dt=\frac{\mathrm{erfc}(\alpha r)}r .
\]
The bound does not contain \(\kappa\), and its lattice sum converges like a sum of Gaussians. Each term tends to its bound, so by dominated convergence the short-range sum tends to
\[
q\sum_{\mathbf R}\frac{\mathrm{erfc}(\alpha|\mathbf r-\mathbf R|)}{|\mathbf r-\mathbf R|},
\]
for \(\mathbf r\) not on a site.

**Q:** The range \(t<\alpha\) holds the wide Gaussians. Their sum is where the trouble sits.

**A:** Wide Gaussians are narrow in reciprocal space. The sum \(\sum_{\mathbf R}e^{-t^2|\mathbf r-\mathbf R|^2}\) is smooth and periodic. Its Fourier coefficient unfolds from the cell to all space, as the mean did:
\[
\frac1V\int e^{-t^2r^2}e^{-i\mathbf G\cdot\mathbf r}d^3r=\frac{\pi^{3/2}}{Vt^3}e^{-G^2/4t^2}.
\]
Terms at \(\pm\mathbf G\) combine into cosines. With the prefactor \((2/\sqrt\pi)\pi^{3/2}=2\pi\), the long-range part of \(S_\kappa\) is
\[
\frac{2\pi q}V\sum_{\mathbf G}\cos(\mathbf G\cdot\mathbf r)\int_0^\alpha t^{-3}e^{-(G^2+\kappa^2)/4t^2}dt .
\]
Put \(w=1/4t^2\), so that \(t^{-3}dt=-2\,dw\). The integral becomes
\[
2\int_{1/4\alpha^2}^\infty e^{-(G^2+\kappa^2)w}dw=\frac{2\,e^{-(G^2+\kappa^2)/4\alpha^2}}{G^2+\kappa^2},
\]
and the long-range part is
\[
\frac{4\pi q}V\sum_{\mathbf G}\frac{e^{-(G^2+\kappa^2)/4\alpha^2}}{G^2+\kappa^2}\cos(\mathbf G\cdot\mathbf r).
\]
These integrals are positive and have a finite sum over \(\mathbf G\), which justifies exchanging sum and integral.

**Q:** Now show me the term \(\mathbf G=0\).

**A:** Expand its exponential:
\[
\frac{4\pi q}{V\kappa^2}e^{-\kappa^2/4\alpha^2}
=\frac{4\pi q}{V\kappa^2}\left(1-\frac{\kappa^2}{4\alpha^2}+O(\kappa^4)\right)
=\frac{4\pi q}{V\kappa^2}-\frac{\pi q}{V\alpha^2}+O(\kappa^2).
\]
The first piece is the mean and cancels in \(u_\kappa\). The second survives, because a factor \(\kappa^2\) from the exponential meets the \(\kappa^{-2}\) in front. For \(\mathbf G\ne0\) each term is bounded by \(e^{-G^2/4\alpha^2}/G^2\), whose sum is finite, so \(\kappa\) may be set to zero inside that sum. Therefore \(u_\kappa\to\varphi\), with
\[
\varphi(\mathbf r)=q\left[\sum_{\mathbf R}\frac{\mathrm{erfc}(\alpha|\mathbf r-\mathbf R|)}{|\mathbf r-\mathbf R|}
+\frac{4\pi}V\sum_{\mathbf G\ne0}\frac{e^{-G^2/4\alpha^2}}{G^2}\cos(\mathbf G\cdot\mathbf r)-\frac{\pi}{V\alpha^2}\right].
\]
This is the Ewald potential, constant included.

**Q:** It contains \(\alpha\), which I may choose. A physical potential should not.

**A:** It does not depend on \(\alpha\): \(u_\kappa\) contains no \(\alpha\), so its limit cannot either. A numerical case shows the compensation. Take the model cell with lattice vectors \((8,0,0)\), \((2,9,0)\), \((1,-1,10)\) bohr, volume 720 bohr³ and \(q=1\); it represents no particular material. At the far point \((3,2,4)\) bohr the constant term is \(-0.0698\) hartree/e for \(\alpha=0.25\) bohr⁻¹ and \(-0.0273\) for \(\alpha=0.40\) bohr⁻¹. The complete potential is \(-0.0699315514\) hartree/e in both cases. Without the constant the two results would differ by 0.0425 hartree/e.

**Q:** You have a limit at each point. How fast is it reached, and could it become slower somewhere in the cell?

**A:** The error has a closed form. Subtract \(\varphi\) from \(u_\kappa\) at equal \(\alpha\), then let \(\alpha\to\infty\) at fixed \(\kappa\). The difference does not depend on \(\alpha\), so this changes nothing in its value. Both short-range sums vanish: their terms tend to zero and, for \(\alpha\ge1\) bohr⁻¹, are bounded by \(\mathrm{erfc}(d)/d\), with \(d\) the distance to the site in bohr. The remainder of the \(\mathbf G=0\) terms,
\[
\frac{4\pi q}{V\kappa^2}\left(e^{-\kappa^2/4\alpha^2}-1\right)+\frac{\pi q}{V\alpha^2},
\]
vanishes too. For \(\mathbf G\neq0\) the coefficient of \((4\pi q/V)\cos(\mathbf G\cdot\mathbf r)\) is
\[
e^{-G^2/4\alpha^2}\left[\frac{e^{-\kappa^2/4\alpha^2}}{G^2+\kappa^2}-\frac1{G^2}\right]
=e^{-G^2/4\alpha^2}\left[-\frac{\kappa^2}{G^2(G^2+\kappa^2)}-\frac{1-e^{-\kappa^2/4\alpha^2}}{G^2+\kappa^2}\right].
\]

**Q:** The last fraction falls as \(G^{-2}\). You said such sums are dangerous.

**A:** The Gaussian in front controls it. Use \(1-e^{-x}\le x\) for the numerator. Since \(x^{3/4}e^{-x}\) is bounded for \(x\ge0\), there is a constant \(C\) with \(e^{-G^2/4\alpha^2}\le C(\alpha/G)^{3/2}\). The sum of these terms is then at most
\[
\frac{\kappa^2}{4\alpha^2}\,C\alpha^{3/2}\sum_{\mathbf G\ne0}G^{-7/2},
\]
where the sum is finite in three dimensions and the prefactor falls as \(\alpha^{-1/2}\). What remains is
\[
u_\kappa(\mathbf r)-\varphi(\mathbf r)=-\kappa^2\,\frac{4\pi q}V\sum_{\mathbf G\ne0}\frac{\cos(\mathbf G\cdot\mathbf r)}{G^2(G^2+\kappa^2)} .
\]
These terms fall as \(G^{-4}\), so the series converges absolutely. Replacing each cosine by 1 and dropping \(\kappa^2\) in the denominator gives
\[
|u_\kappa-\varphi|\le\kappa^2|q|B,\qquad B=\frac{4\pi}V\sum_{\mathbf G\ne0}\frac1{G^4}.
\]
The bound does not contain \(\mathbf r\): the convergence is uniform. The singularities \(q/|\mathbf r-\mathbf R|\) of \(u_\kappa\) and \(\varphi\) cancel in the difference.

**Q:** Let me see it in numbers, with the Yukawa sum done by brute force.

**A:** At \(\kappa=0.05\) bohr⁻¹ the mean is \(4\pi/(720\times0.0025)=6.98132\) hartree/e. Direct summation over sites gives these values at the far point, in hartree/e, with \(\kappa\) in bohr⁻¹:

| \(\kappa\) | \(S_\kappa\) | mean | \(u_\kappa\) |
|---|---|---|---|
| 0.40 | 0.06136 | 0.10908 | −0.04773 |
| 0.20 | 0.37351 | 0.43633 | −0.06283 |
| 0.10 | 1.67731 | 1.74533 | −0.06802 |
| 0.05 | 6.91187 | 6.98132 | −0.06945 |

The sum and its mean grow without limit while their difference settles towards \(\varphi=-0.06993\). The error divided by \(\kappa^2\) is 0.139, 0.178, 0.191 and 0.194 down the table, and the error series gives the same figures. The quotient is not yet constant at the larger \(\kappa\), because there \(\kappa^2\) is not negligible beside the smallest \(G^2\) in the denominators.

At \((1,0,0)\) bohr, close to a charge, the error at \(\kappa=0.05\) bohr⁻¹ is \(-0.00195\) hartree/e, of the opposite sign. The bound is respected at both points: the cell has \(B=1.221\) bohr, so \(\kappa^2B=0.00305\) hartree/e. At \(\kappa=0.2\) bohr⁻¹ I also tested 25 random points and one point 0.05 bohr from a site. The largest \(|u_\kappa-\varphi|/\kappa^2\) was 1.146 bohr, below \(B\).

**Q:** Can the known form of the error improve the result without a smaller \(\kappa\)?

**A:** Yes. Write
\[
\frac1{G^2(G^2+\kappa^2)}=\frac1{G^4}-\frac{\kappa^2}{G^4(G^2+\kappa^2)} .
\]
The error is thus a fixed coefficient times \(\kappa^2\), plus a remainder of order \(\kappa^4\). The combination \((4u_{\kappa/2}-u_\kappa)/3\) cancels the \(\kappa^2\) term. The last two rows give
\[
\frac{4(-0.0694454)-(-0.0680230)}3=-0.0699195\ \text{hartree/e}.
\]
The error drops from \(4.9\times10^{-4}\) to \(1.2\times10^{-5}\) hartree/e.

**Q:** You call \(\varphi\) the potential with a uniform background. So far it is a formula. Which differential equation does it satisfy?

**A:** Away from its centre \(e^{-\kappa r}/r\) satisfies \(\nabla^2f=\kappa^2f\), and at the centre it has the same singularity as \(1/r\). Hence \((-\nabla^2+\kappa^2)S_\kappa=4\pi q\sum_{\mathbf R}\delta(\mathbf r-\mathbf R)\). Acting on the subtracted constant, the operator gives \(\kappa^2\cdot4\pi q/(V\kappa^2)=4\pi q/V\), so
\[
(-\nabla^2+\kappa^2)u_\kappa=4\pi q\left[\sum_{\mathbf R}\delta(\mathbf r-\mathbf R)-\frac1V\right].
\]
Multiply by a smooth function that vanishes outside a finite region, integrate, and move the Laplacian onto that function by parts. Uniform convergence of \(u_\kappa-\varphi\) allows the limit under the integral. The term \(\kappa^2u_\kappa\) drops out because \(\varphi\) is integrable. The result is
\[
-\nabla^2\varphi=4\pi q\left[\sum_{\mathbf R}\delta(\mathbf r-\mathbf R)-\frac1V\right].
\]
Between the charges \(\nabla^2\varphi=4\pi q/V\). Finite differences of the Ewald formula at the far point give 0.0174533 hartree/(e bohr²), which agrees with \(4\pi/720\) to the digits shown.

**Q:** That equation leaves an additive constant free.

**A:** The limit fixes it. Every \(u_\kappa\) has zero cell average by construction, and a uniformly small difference has a small average, so \(\varphi\) averages to zero as well. Numerical integration of the Ewald formula over the model cell gives \(1.0\times10^{-11}\) hartree/e.

**Q:** Suppose I refuse to add a background by hand. I have point charges in a screening medium and nothing else. Where does the background come from?

**A:** From the medium, provided that it responds linearly and can draw the compensating charge from a reservoir. Rewrite the equation for \(S_\kappa\) as a Poisson equation:
\[
-\nabla^2S_\kappa=4\pi\left[q\sum_{\mathbf R}\delta(\mathbf r-\mathbf R)-\frac{\kappa^2}{4\pi}S_\kappa\right].
\]
The medium carries the density \(-\kappa^2S_\kappa/4\pi\), proportional to the local potential. This is an idealized model. In a plasma or electrolyte diluted at fixed temperature to make \(\kappa\) small, the mean potential \(4\pi q/(V\kappa^2)\) eventually exceeds the thermal energy per unit charge. The response is then no longer linear, and the flattening described below need not occur. For the model cell at 300 K without a dielectric, every \(\kappa\) in the table is already in that range: the mean is about 115 times the thermal energy per unit charge at \(\kappa=0.4\) bohr⁻¹ and about 7300 times at \(\kappa=0.05\) bohr⁻¹. Close to a point charge, where the potential diverges, linear response fails for any \(\kappa\). The numbers that follow describe the linear model, not a real medium. Within the linear model the argument is exact. By the mean computed at the start, its charge per cell is \(-q\) for every \(\kappa>0\). Relative to the uniform density \(-q/V\) it is
\[
\frac{\kappa^2V}{4\pi q}S_\kappa=1+\frac{\kappa^2V}{4\pi q}u_\kappa(\mathbf r).
\]
As \(\kappa\to0\) this tends to 1 at any fixed point off the sites. The screening clouds widen and overlap until their sum is flat.

At \(\kappa=0.4\) bohr⁻¹ the ratio is 0.56 at the far point and 6.41 at the near point, so the charge still crowds around the sites. At \(\kappa=0.05\) bohr⁻¹ the two values are 0.990 and 1.099. The flattening is not uniform in \(\mathbf r\), since \(u_\kappa\) diverges at the sites for every \(\kappa\). For small \(\kappa\) the region of strong excess shrinks around them: along the first lattice vector the ratio exceeds 2 within 2.24, 1.30, 0.48 and 0.14 bohr of the site for the four \(\kappa\) of the table, approaching \(\kappa^2V/4\pi\).

**Q:** For an energy I need the potential at a charge, without its own contribution. May I omit \(\mathbf R=0\) from the Yukawa sum and use the same \(\kappa^2\) law?

**A:** You may omit it, but the law changes. Define \(\xi\) by \(\varphi-q/r\to q\xi\) as \(\mathbf r\) approaches the site at the origin. Divide the error formula by \(q\), with \(S_\kappa\) written out, and take \(e^{-\kappa r}/r\) from both sides:
\[
\sum_{\mathbf R\ne0}\frac{e^{-\kappa|\mathbf r-\mathbf R|}}{|\mathbf r-\mathbf R|}-\frac{4\pi}{V\kappa^2}
=\left(\frac{\varphi}{q}-\frac1r\right)+\frac{1-e^{-\kappa r}}r-\kappa^2\,\frac{4\pi}{V}\sum_{\mathbf G\ne0}\frac{\cos(\mathbf G\cdot\mathbf r)}{G^2(G^2+\kappa^2)} .
\]
For \(r\to0\) the first bracket tends to \(\xi\) and the second term to \(\kappa\). Therefore
\[
\sum_{\mathbf R\ne0}\frac{e^{-\kappa R}}R-\frac{4\pi}{V\kappa^2}=\xi+\kappa-\kappa^2B_\kappa,\qquad
B_\kappa=\frac{4\pi}V\sum_{\mathbf G\ne0}\frac1{G^2(G^2+\kappa^2)} .
\]
The error is now linear in \(\kappa\). Its origin is the expansion \(e^{-\kappa r}/r=1/r-\kappa+\dots\): the omitted term contains the bare potential and also \(-\kappa\), the potential at the charge of its own screening cloud. Leaving the term out removes both.

**Q:** Is the linear term large enough to matter?

**A:** In the model cell \(\xi=-0.3131\) bohr⁻¹. At \(\kappa=0.05\) bohr⁻¹ the left side is \(-0.2661\), off by 15% of \(|\xi|\). Subtracting the known \(\kappa\) gives \(-0.3161\), off by 1.0%. What is left is the \(\kappa^2B_\kappa\) term.

**Q:** And the energy?

**A:** The energy per cell of a density \(\rho\) in its own potential is \(\frac12\int_{\rm cell}\rho\varphi\,d^3r\). Here \(\rho\) is the point charge plus the background \(-q/V\), and the infinite self-energy of the point is removed by using \(q\xi\) at its site:
\[
E=\frac12\,q\,(q\xi)-\frac12\,\frac qV\int_{\rm cell}\varphi\,d^3r=\frac{q^2\xi}2 .
\]
The second term vanishes because \(\varphi\) has zero mean. For the model cell \(E=-0.1565\) hartree, or \(-4.260\) eV.

**Q:** My cells hold several charges. Must I start again?

**A:** No, the potential is linear in the charges. Let \(\varphi_1\) be the Ewald potential for \(q=1\), and place charges \(q_j\) at positions \(\mathbf d_j\) in the cell, with total \(Q=\sum_jq_j\). The means add, so
\[
\sum_jq_j\sum_{\mathbf R}\frac{e^{-\kappa|\mathbf r-\mathbf d_j-\mathbf R|}}{|\mathbf r-\mathbf d_j-\mathbf R|}-\frac{4\pi Q}{V\kappa^2}
\;\longrightarrow\;\sum_jq_j\varphi_1(\mathbf r-\mathbf d_j),
\]
with an error of at most \(\kappa^2B\sum_j|q_j|\). In a neutral cell \(Q=0\): nothing is subtracted, the background densities cancel, and the Yukawa sum itself converges to the potential of zero mean.

**Q:** Under what conditions would the procedure fail?

**A:** If the two limits are exchanged. Keep the sites within a fixed radius \(R_c\) and let \(\kappa\to0\). The truncated sum stays finite, while the subtracted mean grows without limit, so for \(q>0\) the difference runs to \(-\infty\). In a neutral cell the exchange does not diverge, but it gives a different finite value that depends on the shape of the crystal. If all cells with \(|\mathbf R|\le R_c\) are summed at \(\kappa=0\), each sublattice fills a sphere centred on \(\mathbf d_j\), and the result differs from the zero-mean potential by \(-\frac{2\pi}{3V}\sum_jq_j|\mathbf r-\mathbf d_j|^2\). For charges \(+1\) at the origin and \(-1\) at \((2,3,1)\) bohr in the model cell, this shift is \(-0.0524\) hartree/e at the far point. The lattice sum has to be completed first, which in practice means \(\kappa R_c\gg1\). Treating the distant sites as a continuum, the omitted part is about
\[
\frac{4\pi q}V\int_{R_c}^\infty Re^{-\kappa R}dR=\frac{4\pi q}{V\kappa^2}(1+\kappa R_c)e^{-\kappa R_c}.
\]
Since the mean itself grows as \(\kappa^{-2}\), keeping this absolute error fixed requires \(\kappa R_c\) to increase slowly as \(\kappa\) falls. The number of sites then grows somewhat faster than \(\kappa^{-3}\), whereas the error of the completed sum falls as \(\kappa^2\). The Ewald formula avoids this cost, since both of its sums converge rapidly at \(\kappa=0\). The numerical output below lists the values for all four screening parameters at both points.

## Calculated quantities

```
cell volume = 720.000 bohr^3, charge q = 1.0 e
field points: far [3. 2. 4.] bohr, near [1. 0. 0.] bohr
Gaussian lattice sum (t = 0.2 bohr^-1): real space 0.82134013, reciprocal 0.82134013
Ewald phi(far), alpha = 0.25 bohr^-1: -0.0699315514 hartree/e; constant term -0.06981317
Ewald phi(far), alpha = 0.40 bohr^-1: -0.0699315514 hartree/e; constant term -0.02727077
G=0 term minus mean, kappa=0.05, alpha=0.3: -0.04831342; limit -0.04848137 hartree/e
far point: Ewald phi = -0.06993155 hartree/e
  kappa/bohr^-1  S  mean  S-mean  error (hartree/e)  error/kappa^2  formula  density ratio
  0.40 0.0613577 0.1090831 -0.0477253 2.221e-02 0.13879 0.13879 0.56249
  0.20 0.3735052 0.4363323 -0.0628271 7.104e-03 0.17761 0.17761 0.85601
  0.10 1.6773063 1.7453293 -0.0680230 1.909e-03 0.19086 0.19086 0.96103
  0.05 6.9118716 6.9813170 -0.0694454 4.862e-04 0.19448 0.19448 0.99005
  extrapolated to kappa = 0 from the last two: -0.0699195 hartree/e
near point: Ewald phi = 0.69162973 hartree/e
  kappa/bohr^-1  S  mean  S-mean  error (hartree/e)  error/kappa^2  formula  density ratio
  0.40 0.6994808 0.1090831 0.5903978 -1.012e-01 -0.63270 -0.63271 6.41237
  0.20 1.0984554 0.4363323 0.6621231 -2.951e-02 -0.73767 -0.73767 2.51747
  0.10 2.4292467 1.7453293 0.6839175 -7.712e-03 -0.77123 -0.77123 1.39186
  0.05 7.6709962 6.9813170 0.6896792 -1.951e-03 -0.78023 -0.78024 1.09879
  extrapolated to kappa = 0 from the last two: 0.6915997 hartree/e
uniform bound B = 1.22100 bohr; largest |error|/(q kappa^2) at 26 points, kappa=0.2: 1.14558 bohr
cell mean of S at kappa=0.4: quadrature 0.10908308, formula 0.10908308 hartree/e
cell mean of Ewald phi by quadrature: 1.0e-11 hartree/e
Laplacian of phi at far point: 0.0174533; 4 pi q/V = 0.0174533 hartree/(e bohr^2)
site potential per unit charge xi = -0.31309874 bohr^-1
  kappa/bohr^-1  site sum - mean  xi+kappa-kappa^2 B_kappa (bohr^-1)  (sum-mean-xi)/kappa
  0.40 -0.0814671 -0.0814671 0.57908
  0.20 -0.1599152 -0.1599152 0.76592
  0.10 -0.2251754 -0.2251754 0.87923
  0.05 -0.2661428 -0.2661428 0.93912
energy per cell q^2 xi/2 = -0.1565494 hartree = -4.2599 eV
```
